# The Time-Dependent Hartree–Fock Equation and Its Conservation Laws: verification in Python

```python
"""
Time-dependent Hartree-Fock: i dD/dt = [F(D), D].
The equation is tested against the Dirac-Frenkel projection of the many-electron
Schroedinger equation. Conservation of D^2 = D, tr D and the energy is tested too.
D[p,q] = <a_q^dagger a_p> in an orthonormal spin-orbital basis;
F(D) = h + G(D), with G the Coulomb minus exchange mean field.
Atomic units are used. The molecule is LiH in the STO-3G basis.
"""
import numpy as np
import scipy.sparse as sp
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from pyscf import gto, scf, ao2mo

bond_length = 3.0
mol = gto.M(atom=[["Li", (0, 0, 0)], ["H", (0, 0, bond_length)]],
            unit="Bohr", basis="sto-3g", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-13
mf.kernel()
assert mf.converged

# Fixed orthonormal basis: ground-state molecular orbitals, alpha then beta.
orbitals = mf.mo_coeff
n_space = orbitals.shape[1]
K = 2 * n_space
N = mol.nelectron
h_space = orbitals.T @ mf.get_hcore() @ orbitals
z_space = orbitals.T @ mol.intor("int1e_r")[2] @ orbitals
eri_space = ao2mo.restore(1, ao2mo.kernel(mol, orbitals), n_space)
h_static = np.kron(np.eye(2), h_space)
z_matrix = np.kron(np.eye(2), z_space)
eri = np.zeros((K, K, K, K))
for s1 in (0, n_space):
    for s2 in (0, n_space):
        eri[s1:s1 + n_space, s1:s1 + n_space,
            s2:s2 + n_space, s2:s2 + n_space] = eri_space
kernel = (eri - eri.transpose(0, 3, 2, 1)).reshape(K * K, K * K).astype(complex)
E_nuc = mol.energy_nuc()


def mean_field(D):
    return (kernel @ D.T.reshape(-1)).reshape(K, K)


def fock(D, field=0.0):
    return h_static + field * z_matrix + mean_field(D)


def trace_product(A, B):
    return np.sum(A * B.T).real


def energy(D):
    return trace_product(h_static, D) + 0.5 * trace_product(mean_field(D), D) + E_nuc


def idempotency_error(D):
    return np.linalg.norm(D @ D - D)


def evolve(D_start, t_start, t_stop, field=lambda t: 0.0, frozen_fock=None):
    def rate(t, y):
        D = y.reshape(K, K)
        F = fock(D, field(t)) if frozen_fock is None else frozen_fock
        return (-1j * (F @ D - D @ F)).reshape(-1)
    run = solve_ivp(rate, (t_start, t_stop), D_start.astype(complex).reshape(-1),
                    method="DOP853", rtol=1e-11, atol=1e-13,
                    max_step=0.05, dense_output=True)
    assert run.success
    return lambda t: run.sol(t).reshape(K, K)


# Many-electron operators on the full Fock space (Jordan-Wigner matrices).
lowering = sp.csr_matrix(np.array([[0.0, 1.0], [0.0, 0.0]]))
annihilate = []
parity = np.array([1.0])
for p in range(K):
    left = sp.kron(sp.diags(parity), lowering)
    annihilate.append(sp.csr_matrix(sp.kron(left, sp.identity(2 ** (K - p - 1)))))
    parity = np.kron(parity, np.array([1.0, -1.0]))
create = [sp.csr_matrix(a.T) for a in annihilate]
dim = 2 ** K
transfer = [[create[p] @ annihilate[q]
             + create[p + n_space] @ annihilate[q + n_space]
             for q in range(n_space)] for p in range(n_space)]
one_body = h_space - 0.5 * np.einsum("pqqs->ps", eri_space)
H = sp.csr_matrix((dim, dim))
for p in range(n_space):
    for q in range(n_space):
        inner = sp.csr_matrix((dim, dim))
        for r in range(n_space):
            for s in range(n_space):
                inner = inner + eri_space[p, q, r, s] * transfer[r][s]
        H = H + one_body[p, q] * transfer[p][q] + 0.5 * (transfer[p][q] @ inner)


def determinant(C):
    state = np.zeros(dim, dtype=complex)
    state[0] = 1.0
    for i in reversed(range(C.shape[1])):
        state = sum(C[p, i] * (create[p] @ state) for p in range(K))
    return state


def removed_states(state):
    return np.array([a @ state for a in annihilate])


def density_of(state):
    V = removed_states(state)
    return V @ V.conj().T


# Random complex determinant that mixes the spins.
rng = np.random.default_rng(7)
random_matrix = rng.normal(size=(K, K)) + 1j * rng.normal(size=(K, K))
unitary, _ = np.linalg.qr(random_matrix)
occupied, virtual = unitary[:, :N], unitary[:, N:]
Psi = determinant(occupied)
D_random = occupied @ occupied.conj().T
F_random = fock(D_random)
density_error = np.linalg.norm(density_of(Psi) - D_random)
assert density_error < 1e-11
E_many_body = np.vdot(Psi, H @ Psi).real + E_nuc
assert abs(E_many_body - energy(D_random)) < 1e-9

# Single-excitation matrix elements of H against the Fock matrix.
H_Psi = H @ Psi
elements = np.zeros((K - N, N), dtype=complex)
for a in range(K - N):
    for i in range(N):
        C = occupied.copy()
        C[:, i] = virtual[:, a]
        elements[a, i] = np.vdot(determinant(C), H_Psi)
brillouin_error = np.max(np.abs(elements - virtual.conj().T @ F_random @ occupied))
assert brillouin_error < 1e-9

# Dirac-Frenkel derivative: project -i H Psi on all derivatives of the determinant.
tangent = []
for i in range(N):
    for p in range(K):
        C = occupied.copy()
        C[:, i] = np.eye(K)[p]
        tangent.append(determinant(C))
tangent = np.array(tangent).T
solution, _, tangent_rank, _ = np.linalg.lstsq(tangent, -1j * H_Psi, rcond=1e-10)
Psi_rate = tangent @ solution
assert tangent_rank == N * (K - N) + 1
norm_rate = 2 * np.vdot(Psi, Psi_rate).real
assert abs(norm_rate) < 1e-9


def density_rate(state, state_rate):
    V, W = removed_states(state), removed_states(state_rate)
    return W @ V.conj().T + V @ W.conj().T


commutator_rate = -1j * (F_random @ D_random - D_random @ F_random)
projected_rate = density_rate(Psi, Psi_rate)
exact_rate = density_rate(Psi, -1j * H_Psi)
projection_error = np.linalg.norm(projected_rate - commutator_rate)
exact_rate_error = np.linalg.norm(exact_rate - commutator_rate)
residual = np.linalg.norm(1j * Psi_rate - H_Psi)
assert projection_error < 1e-9 and exact_rate_error < 1e-9
assert np.linalg.norm(commutator_rate) > 1e-2 and residual > 1e-3

# Orbitals moving with F need the scalar rate +i tr(GD)/2 to reproduce Psi_rate.
orbital_rate = -1j * F_random @ occupied
rebuilt_rate = 0.5j * trace_product(mean_field(D_random), D_random) * Psi
for i in range(N):
    C = occupied.copy()
    C[:, i] = orbital_rate[:, i]
    rebuilt_rate = rebuilt_rate + determinant(C)
phase_error = np.linalg.norm(rebuilt_rate - Psi_rate)
assert phase_error < 1e-9

# The exact and mean-field densities separate at second order in time.
short_times = (0.004, 0.002)
departures = []
for t in short_times:
    exact_state, term = Psi.copy(), Psi.copy()
    for order in range(1, 25):
        term = (-1j * t / order) * (H @ term)
        exact_state = exact_state + term
    D_tdhf = evolve(D_random, 0.0, t)(t)
    departures.append(np.linalg.norm(density_of(exact_state) - D_tdhf))
departure_ratio = departures[0] / departures[1]
assert abs(departure_ratio - 4) < 0.2

# Energy gradient: a central difference is exact for a quadratic functional.
direction = rng.normal(size=(K, K)) + 1j * rng.normal(size=(K, K))
direction = direction + direction.conj().T
difference = 0.5 * (energy(D_random + direction) - energy(D_random - direction))
gradient_error = abs(difference - trace_product(F_random, direction))
assert gradient_error < 1e-9

# Fractional occupations: the whole spectrum and the energy must be conserved.
occupations = np.linspace(0.05, 0.95, K)
D_fractional = (unitary * occupations) @ unitary.conj().T
D_later = evolve(D_fractional, 0.0, 2.0)(2.0)
assert np.linalg.norm(D_later - D_fractional) > 1e-2
spectrum_error = np.max(np.abs(np.linalg.eigvalsh(D_later) - occupations))
assert spectrum_error < 1e-8
assert abs(energy(D_later) - energy(D_fractional)) < 1e-8

# Ground state, pulse, and free evolution.
D_ground = np.diag(np.tile(mf.mo_occ / 2, 2)).astype(complex)
E_ground = energy(D_ground)
assert abs(E_ground - mf.e_tot) < 1e-9
F_ground = fock(D_ground)
assert np.linalg.norm(F_ground @ D_ground - D_ground @ F_ground) < 1e-5
field_peak, pulse_end, final_time = 0.02, 10.0, 50.0


def pulse(t):
    return field_peak * np.sin(np.pi * t / pulse_end) ** 2


def pulse_slope(t):
    return field_peak * np.pi / pulse_end * np.sin(2 * np.pi * t / pulse_end)


driven = evolve(D_ground, 0.0, pulse_end, field=pulse)
D_pulse_end = driven(pulse_end)
absorbed = energy(D_pulse_end) - E_ground
nodes, weights = np.polynomial.legendre.leggauss(60)
node_times = 0.5 * pulse_end * (nodes + 1)
work = 0.5 * pulse_end * sum(
    w * pulse_slope(t) * trace_product(z_matrix, driven(t))
    for t, w in zip(node_times, weights))
assert absorbed > 1e-6 and abs(absorbed - work) < 1e-8

free = evolve(D_pulse_end, pulse_end, final_time)
frozen = evolve(D_pulse_end, pulse_end, final_time, frozen_fock=fock(D_pulse_end))
sample_times = np.linspace(pulse_end, final_time, 401)
free_D = [free(t) for t in sample_times]
frozen_D = [frozen(t) for t in sample_times]
driven_D = [driven(t) for t in np.linspace(0, pulse_end, 101)]
E_drift = max(abs(energy(D) - energy(D_pulse_end)) for D in free_D)
number_error = max(abs(np.trace(D) - N) for D in driven_D + free_D)
idem_error = max(idempotency_error(D) for D in driven_D + free_D)
assert E_drift < 1e-8 and number_error < 1e-8 and idem_error < 1e-8
frozen_E_range = np.ptp([energy(D) for D in frozen_D])
frozen_number_error = max(abs(np.trace(D) - N) for D in frozen_D)
frozen_idem_error = max(idempotency_error(D) for D in frozen_D)
assert frozen_E_range > 1e-6
assert frozen_number_error < 1e-8 and frozen_idem_error < 1e-8
one_body_range = np.ptp([trace_product(h_static, D) for D in free_D])
interaction_range = np.ptp([0.5 * trace_product(mean_field(D), D) for D in free_D])
fock_trace_range = np.ptp([trace_product(fock(D), D) for D in free_D])
z_range = np.ptp([trace_product(z_matrix, D) for D in free_D])
assert min(one_body_range, interaction_range, fock_trace_range, z_range) > 1e-5

hartree_eV = physical_constants["Hartree energy in eV"][0]
time_fs = physical_constants["atomic unit of time"][0] * 1e15
print("LiH, STO-3G; atomic units unless stated")
print(f"bond length: {bond_length:.1f} bohr")
print(f"spin orbitals K: {K}; electrons N: {N}")
print(f"nuclear repulsion: {E_nuc:.6f} hartree")
print(f"ground-state energy: {E_ground:.8f} hartree")
print("Random complex determinant")
print(f"tangent-space dimension: {tangent_rank}")
print(f"energy from many-electron state: {E_many_body:.8f} hartree")
print(f"energy from density matrix: {energy(D_random):.8f} hartree")
print(f"largest error of F_ai: {brillouin_error:.1e} hartree")
print(f"norm of dD/dt: {np.linalg.norm(commutator_rate):.6f} a.u.")
print(f"projected rate minus commutator rate: {projection_error:.1e} a.u.")
print(f"exact rate minus commutator rate: {exact_rate_error:.1e} a.u.")
print(f"part of H Psi outside tangent space: {residual:.6f} hartree")
print(f"error of rebuilt state derivative: {phase_error:.1e} a.u.")
for t, value in zip(short_times, departures):
    print(f"exact minus TDHF density at t={t:.3f} a.u.: {value:.4e}")
print(f"ratio of these departures: {departure_ratio:.4f}")
print(f"energy-gradient error: {gradient_error:.1e} hartree")
print(f"fractional-occupation spectrum error: {spectrum_error:.1e}")
print("Pulse and free evolution")
print(f"peak field: {field_peak:.3f} a.u.")
print(f"pulse length: {pulse_end:.1f} a.u. = {pulse_end * time_fs:.4f} fs")
print(f"final time: {final_time:.1f} a.u. = {final_time * time_fs:.4f} fs")
print(f"absorbed energy: {absorbed:.8f} hartree = {absorbed * hartree_eV:.5f} eV")
print(f"work integral: {work:.8f} hartree")
print("Columns: t (a.u.), static-H energy (hartree), tr(zD) (bohr)")
for t in (0.0, 5.0, 10.0, 20.0, 30.0, 40.0, 50.0):
    D = driven(t) if t <= pulse_end else free(t)
    print(f"{t:5.1f}  {energy(D):.8f}  {trace_product(z_matrix, D):.6f}")
print("Over the free evolution")
print(f"largest energy drift: {E_drift:.1e} hartree")
print(f"range of tr(hD): {one_body_range:.6f} hartree")
print(f"range of tr(GD)/2: {interaction_range:.6f} hartree")
print(f"range of tr(FD): {fock_trace_range:.6f} hartree")
print(f"range of tr(zD): {z_range:.6f} bohr")
print("Over pulse and free evolution")
print(f"largest electron-number error: {number_error:.1e}")
print(f"largest norm of D^2-D: {idem_error:.1e}")
print("Free evolution with frozen Fock matrix")
print(f"range of energy: {frozen_E_range:.8f} hartree")
print(f"largest electron-number error: {frozen_number_error:.1e}")
print(f"largest norm of D^2-D: {frozen_idem_error:.1e}")
print("finished without a failed check")
```

Running it gives:

```
LiH, STO-3G; atomic units unless stated
bond length: 3.0 bohr
spin orbitals K: 12; electrons N: 4
nuclear repulsion: 1.000000 hartree
ground-state energy: -7.86224631 hartree
Random complex determinant
tangent-space dimension: 33
energy from many-electron state: -3.50942475 hartree
energy from density matrix: -3.50942475 hartree
largest error of F_ai: 8.3e-16 hartree
norm of dD/dt: 2.600505 a.u.
projected rate minus commutator rate: 3.4e-15 a.u.
exact rate minus commutator rate: 2.6e-15 a.u.
part of H Psi outside tangent space: 0.265011 hartree
error of rebuilt state derivative: 2.8e-15 a.u.
exact minus TDHF density at t=0.004 a.u.: 2.0766e-06
exact minus TDHF density at t=0.002 a.u.: 5.1913e-07
ratio of these departures: 4.0002
energy-gradient error: 7.1e-15 hartree
fractional-occupation spectrum error: 8.9e-16
Pulse and free evolution
peak field: 0.020 a.u.
pulse length: 10.0 a.u. = 0.2419 fs
final time: 50.0 a.u. = 1.2094 fs
absorbed energy: 0.00175839 hartree = 0.04785 eV
work integral: 0.00175839 hartree
Columns: t (a.u.), static-H energy (hartree), tr(zD) (bohr)
  0.0  -7.86224631  4.910368
  5.0  -7.86130855  4.852284
 10.0  -7.86048792  4.861377
 20.0  -7.86048792  4.852428
 30.0  -7.86048792  4.915131
 40.0  -7.86048792  4.896191
 50.0  -7.86048792  4.818798
Over the free evolution
largest energy drift: 7.1e-15 hartree
range of tr(hD): 0.020755 hartree
range of tr(GD)/2: 0.020755 hartree
range of tr(FD): 0.020755 hartree
range of tr(zD): 0.262629 bohr
Over pulse and free evolution
largest electron-number error: 3.6e-15
largest norm of D^2-D: 2.0e-15
Free evolution with frozen Fock matrix
range of energy: 0.00167385 hartree
largest electron-number error: 3.1e-15
largest norm of D^2-D: 2.1e-15
finished without a failed check
```
